# Film thickness from a small Lambertian source above a flat substrate: verification in Python

```python
# RESULT UNDER TEST
# A small Lambertian source, parallel to a flat substrate at distance h,
# gives the relative film thickness d(r)/d(0) = (1 + (r/h)^2)^(-2).
# Symbols: r = radius on the substrate from the foot of the source normal,
# x = r/h, a = aperture radius, b = wafer radius, L = lip or recess depth,
# beta = source tilt, p, T = vapour pressure and temperature in the cell,
# Phi = atoms per area and time through the aperture.
# Assumed: free straight flight, uniform sticking and uniform film density.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq


def profile(x):
    return (1 + x**2) ** -2


# --- Maxwell velocities flown to the plane and counted in rings ---
rng = np.random.default_rng(12345)
n_atoms = 2_000_000
vel = rng.standard_normal((3, n_atoms))
vz = np.abs(vel[2])
x_land = np.hypot(vel[0], vel[1]) / vz
ring_edges = [0.0, 0.25, 0.5, 0.75, 1.0, 1.5, 2.5]


def ring_count(weight, lo, hi):
    inside = (x_land >= lo) & (x_land < hi)
    total = weight.sum()
    share = weight[inside].sum() / total
    error = np.sqrt(np.sum((weight * (inside - share)) ** 2)) / total
    return share, error


def ring_law(power, norm, lo, hi):
    return quad(lambda x: norm * 2 * np.pi * x * (1 + x * x) ** power,
                lo, hi)[0]


worst_lambert = worst_iso = wrong_law = 0.0
for lo, hi in zip(ring_edges[:-1], ring_edges[1:]):
    share, err = ring_count(vz, lo, hi)          # effusion: weight v_z
    dev = abs(share - ring_law(-2, 1 / np.pi, lo, hi)) / err
    worst_lambert = max(worst_lambert, dev)
    share, err = ring_count(np.ones(n_atoms), lo, hi)   # isotropic source
    dev = abs(share - ring_law(-1.5, 0.5 / np.pi, lo, hi)) / err
    worst_iso = max(worst_iso, dev)
    dev = abs(share - ring_law(-2, 1 / np.pi, lo, hi)) / err
    wrong_law = max(wrong_law, dev)
assert worst_lambert < 5 and worst_iso < 5   # five standard errors
assert wrong_law > 20                        # the count can tell them apart


# --- landing density as an integral over v_z, per emitted atom, h = 1 ---
def landing_density(x):
    def integrand(v):
        maxwell = np.exp(-0.5 * (v * v + (v * x) ** 2)) / (2*np.pi)**1.5
        return v * maxwell * v**2
    wall_flux = quad(lambda v: v * np.exp(-v*v/2) / np.sqrt(2*np.pi),
                     0, 40)[0]
    return quad(integrand, 0, 40, epsabs=1e-13, limit=200)[0] / wall_flux


for x in (0.0, 0.25, 0.7, 1.0, 2.0):
    assert abs(landing_density(x) - profile(x) / np.pi) < 1e-8

# --- example inputs (rough typical values for gold evaporation) ---
h, b, a = 0.200, 0.050, 0.005                 # m
T_cell, p_torr = 1530.0, 1e-3
p = p_torr * sc.torr
mass = 197.0 * sc.atomic_mass
density = 19300.0                             # kg/m^3
d_gold, d_mixed = 0.30e-9, 0.35e-9            # collision diameters, m
p_res_torr, T_res = 1e-6, 300.0
film_nm = 20.0
beta = np.radians(2.0)
lip, recess = 0.0005, 0.020                   # m
xb = b / h

# --- absolute flux, growth rate, consumption ---
n_gas = p / (sc.k * T_cell)
v_th = np.sqrt(sc.k * T_cell / mass)
Phi = p / np.sqrt(2 * np.pi * mass * sc.k * T_cell)
Phi_integral = n_gas * v_th * quad(
    lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi), 0, 40)[0]
assert abs(Phi_integral / Phi - 1) < 1e-8
emitted = Phi * np.pi * a**2
n_film = density / mass
rate = Phi * a**2 / h**2 / n_film             # m/s at the centre
rate_integral = emitted * landing_density(0.0) / h**2 / n_film
assert abs(rate_integral / rate - 1) < 1e-7
collected = b**2 / (b**2 + h**2)
share, err = ring_count(vz, 0.0, xb)
assert abs(share - collected) < 5 * err
mean_rel = 1 / (1 + xb**2)
mean_integral = quad(lambda x: 2 * x * landing_density(x), 0, xb)[0]
mean_integral /= xb**2 * landing_density(0.0)
assert abs(mean_integral - mean_rel) < 1e-7

# --- half-thickness radius, small-r law, distance for 1% edge loss ---
r_half = h * np.sqrt(np.sqrt(2) - 1)
x_root = brentq(lambda x: landing_density(x) / landing_density(0) - 0.5,
                0.1, 2)
assert abs(x_root * h / r_half - 1) < 1e-6
x_small = 0.02
drop = 1 - landing_density(x_small) / landing_density(0)
assert abs(drop / (2 * x_small**2) - 1) < 2e-3   # next term is 1.5 x^2
loss = 0.01
h_uniform = b / np.sqrt((1 - loss) ** -0.5 - 1)
h_root = brentq(lambda H: landing_density(b / H) / landing_density(0)
                - (1 - loss), 0.1, 3)
assert abs(h_root / h_uniform - 1) < 1e-5
rate_cost = (h_uniform / h) ** 2


# --- finite aperture: surface quadrature of the Lambertian emission ---
def disc_over_point(r, radius, height):
    nodes, weights = np.polynomial.legendre.leggauss(24)
    s = 0.5 * radius * (nodes + 1)
    ws = 0.5 * radius * weights * s
    phi = 2 * np.pi * (np.arange(64) + 0.5) / 64
    S, PH = np.meshgrid(s, phi, indexing="ij")
    R2 = height**2 + r**2 + S**2 - 2 * r * S * np.cos(PH)
    kernel = (height / np.sqrt(R2)) ** 2 / (np.pi * R2)
    mean = np.sum(ws[:, None] * kernel) * 2*np.pi/64 / (np.pi*radius**2)
    return mean / (height**2 / (np.pi * (height**2 + r**2) ** 2))


def disc_correction(r, radius, height):
    return radius**2 * (2*r**2 - height**2) / (height**2 + r**2) ** 2


for r in (0.0, 0.25, 1.0, 1.5):
    exact = disc_over_point(r, 0.05, 1.0) - 1
    # neglected terms are of order (a/h)^4 = 6e-6
    assert abs(exact - disc_correction(r, 0.05, 1.0)) < 2e-5
size_centre = disc_over_point(0, a, h) - 1
size_edge_rel = disc_over_point(b, a, h) / disc_over_point(0, a, h) - 1


# --- tilted source, by explicit vectors ---
def tilted_flux(r, angle):
    path = np.array([r, 0.0, h])
    R = np.linalg.norm(path)
    normal = np.array([np.sin(angle), 0.0, np.cos(angle)])
    return (normal @ path / R) * (path[2] / R) / (np.pi * R**2)


for r in (-b, b, 2 * h):
    ratio = tilted_flux(r, beta) / tilted_flux(0.0, beta)
    assert abs(ratio / (profile(r/h) * (1 + r/h*np.tan(beta))) - 1) < 1e-12
tilt_change = xb * np.tan(beta)


# --- shadowing by a lip or by a recessed melt ---
def lens_fraction(depth, tan_theta):
    q = depth * tan_theta / (2 * a)
    return 2 / np.pi * (np.arccos(q) - q * np.sqrt(1 - q * q))


def traced_fraction(depth, r, height):
    g = a * (2 * (np.arange(1200) + 0.5) / 1200 - 1)
    X, Y = np.meshgrid(g, g)
    on_source = X**2 + Y**2 < a**2
    step = depth / (height + depth)
    clear = (X + (r - X) * step) ** 2 + (Y * (1 - step)) ** 2 < a**2
    return np.sum(on_source & clear) / np.sum(on_source)


far = 1e4                                     # m: rays become parallel
for depth in (lip, recess):
    traced = traced_fraction(depth, far * xb, far)
    assert abs(traced - lens_fraction(depth, xb)) < 1e-3   # grid error

# --- collisions and gravity ---
mfp_cell = 1 / (np.sqrt(2) * np.pi * d_gold**2 * n_gas)
column = quad(lambda z: 0.5 * (1 - z / np.hypot(z, 1.0)), 0, np.inf)[0]
assert abs(column - 0.5) < 1e-6               # in units of n*a
self_collisions = a / (2 * mfp_cell)
n_res = p_res_torr * sc.torr / (sc.k * T_res)
v_gold = np.sqrt(8 * sc.k * T_cell / (np.pi * mass))
v_res = np.sqrt(8 * sc.k * T_res / (np.pi * 28 * sc.atomic_mass))
mfp_res = 1 / (n_res * np.pi * d_mixed**2 * np.hypot(1, v_res / v_gold))
res_loss = 1 - np.exp(-h / mfp_res)
gravity = sc.g * h / v_gold**2

# --- printed numbers ---
print(f"ring count, Lambertian: worst dev. {worst_lambert:.1f} std errors")
print(f"ring count, isotropic, power -3/2: {worst_iso:.1f} std errors")
print(f"isotropic count against power -2: {wrong_law:.0f} std errors")
print(f"distance h = {h*1e3:.0f} mm, wafer radius b = {b*1e3:.0f} mm")
print(f"aperture radius a = {a*1e3:.1f} mm")
print(f"cell: T = {T_cell:.0f} K, p = {p_torr:.1e} Torr (rough)")
print(f"gold film density = {density/1e3:.1f} g/cm3 (rough)")
for r_mm in (0, 10, 20, 30, 40, 50, 100, 200):
    print(f"d(r)/d(0) at r = {r_mm} mm: {profile(r_mm*1e-3/h):.4f}")
print(f"edge loss at r = b: {100*(1-profile(xb)):.2f} %")
print(f"edge loss from 2 r^2/h^2: {200*xb**2:.2f} %")
print(f"mean thickness on wafer / centre: {mean_rel:.4f}")
print(f"half-thickness radius: {r_half*1e3:.1f} mm")
print(f"aperture flux Phi = {Phi*1e-4:.3e} atoms/(cm2 s)")
print(f"emitted atoms N = {emitted:.3e} 1/s")
print(f"gold consumption = {emitted*mass*3600*1e6:.1f} mg/h")
print(f"film atom density = {n_film*1e-6:.3e} 1/cm3")
print(f"centre growth rate = {rate*1e9:.5f} nm/s")
print(f"centre growth rate = {rate*1e9*60:.3f} nm/min")
print(f"time for {film_nm:.0f} nm at centre: {film_nm/(rate*1e9*60):.1f} min")
print(f"thickness at edge then: {film_nm*profile(xb):.2f} nm")
print(f"fraction of metal on wafer: {100*collected:.2f} %")
print(f"h for {100*loss:.0f} % edge loss: {h_uniform*1e3:.0f} mm")
print(f"growth rate falls by factor {rate_cost:.1f}")
print(f"finite aperture, centre flux change: {100*size_centre:.4f} %")
print(f"finite aperture, edge/centre change: {100*size_edge_rel:.4f} %")
print(f"tilt {np.degrees(beta):.0f} deg, edge/centre: "
      f"+-{100*tilt_change:.2f} %")
for name, depth in (("lip", lip), ("recess", recess)):
    print(f"{name} {depth*1e3:.1f} mm, direct part at edge, parallel rays: "
          f"{lens_fraction(depth, xb):.3f}")
    print(f"{name} {depth*1e3:.1f} mm, same, traced at real h: "
          f"{traced_fraction(depth, b, h):.3f}")
print(f"gold collision diameter = {d_gold*1e9:.2f} nm (rough)")
print(f"mean free path in cell = {mfp_cell*1e3:.0f} mm")
print(f"mean free path / aperture diameter = {mfp_cell/(2*a):.0f}")
print(f"collisions per atom in beam, about {100*self_collisions:.2f} %")
print(f"residual gas (N2): {p_res_torr:.0e} Torr, {T_res:.0f} K (rough)")
print(f"gold-N2 collision diameter = {d_mixed*1e9:.2f} nm (rough)")
print(f"gold mean free path in residual gas = {mfp_res:.0f} m")
print(f"scattered by residual gas: {100*res_loss:.2f} %")
print(f"mean gold speed in cell = {v_gold:.0f} m/s")
print(f"gravity, g h / v^2 = {gravity:.1e}")
print("all good")
```

Output:

```
ring count, Lambertian: worst dev. 2.2 std errors
ring count, isotropic, power -3/2: 1.9 std errors
isotropic count against power -2: 350 std errors
distance h = 200 mm, wafer radius b = 50 mm
aperture radius a = 5.0 mm
cell: T = 1530 K, p = 1.0e-03 Torr (rough)
gold film density = 19.3 g/cm3 (rough)
d(r)/d(0) at r = 0 mm: 1.0000
d(r)/d(0) at r = 10 mm: 0.9950
d(r)/d(0) at r = 20 mm: 0.9803
d(r)/d(0) at r = 30 mm: 0.9565
d(r)/d(0) at r = 40 mm: 0.9246
d(r)/d(0) at r = 50 mm: 0.8858
d(r)/d(0) at r = 100 mm: 0.6400
d(r)/d(0) at r = 200 mm: 0.2500
edge loss at r = b: 11.42 %
edge loss from 2 r^2/h^2: 12.50 %
mean thickness on wafer / centre: 0.9412
half-thickness radius: 128.7 mm
aperture flux Phi = 6.398e+16 atoms/(cm2 s)
emitted atoms N = 5.025e+16 1/s
gold consumption = 59.2 mg/h
film atom density = 5.900e+22 1/cm3
centre growth rate = 0.00678 nm/s
centre growth rate = 0.407 nm/min
time for 20 nm at centre: 49.2 min
thickness at edge then: 17.72 nm
fraction of metal on wafer: 5.88 %
h for 1 % edge loss: 704 mm
growth rate falls by factor 12.4
finite aperture, centre flux change: -0.0625 %
finite aperture, edge/centre change: 0.0140 %
tilt 2 deg, edge/centre: +-0.87 %
lip 0.5 mm, direct part at edge, parallel rays: 0.984
lip 0.5 mm, same, traced at real h: 0.986
recess 20.0 mm, direct part at edge, parallel rays: 0.391
recess 20.0 mm, same, traced at real h: 0.459
gold collision diameter = 0.30 nm (rough)
mean free path in cell = 396 mm
mean free path / aperture diameter = 40
collisions per atom in beam, about 0.63 %
residual gas (N2): 1e-06 Torr, 300 K (rough)
gold-N2 collision diameter = 0.35 nm (rough)
gold mean free path in residual gas = 52 m
scattered by residual gas: 0.38 %
mean gold speed in cell = 406 m/s
gravity, g h / v^2 = 1.2e-05
all good
```
